# Polarization and Cutoff in a Narrow Conducting Slit, part 2

Light travels along \(z\) through a slit with walls at \(x=0\) and \(x=w\), long in \(y\). The question is how its width limits each polarization. Fields vary as \(e^{ik_zz-i\omega t}\); elsewhere \(t\) is the film thickness. The filling is air, with wavelength \(\lambda\) and \(k=2\pi/\lambda\).

In the parallel polarization the electric field is along \(y\), and \(F=E_y\). In the perpendicular one it lies across the slit, and \(F=H_y\). In air both obey \((\partial_x^2+\partial_z^2+k^2)F=0\). The accompanying tangential fields are \(H_z\propto\partial_xE_y\) and \(E_z\propto\partial_xH_y/\epsilon\), where \(\epsilon\) is the local relative permittivity.

Between perfectly conducting ("ideal") walls, the lowest parallel mode has the profile \(\sin(\pi x/w)\) and \(k_z^2=k^2-(\pi/w)^2\). Its cutoff width is \(\lambda/2\); a grid solution of Maxwell's equations gave \(w/\lambda=0.49999\). Below cutoff it decays at the rate \(\kappa=\sqrt{(\pi/w)^2-k^2}\). The lowest perpendicular mode is uniform in \(x\), with \(k_z=k\) at every width.

For light tilted along the slit, fields vary as \(e^{ik_yy}\). With \(s=|k_y|/k<1\), the parallel cutoff width becomes

\[
w_c=\frac{\lambda}{2\sqrt{1-s^2}}.
\]

With conducting end walls at \(y=0\) and \(y=L\), the lowest perpendicular mode has

\[
k_z^2=k^2-\left(\frac{\pi}{L}\right)^2 .
\]

For a perfectly conducting film with faces at \(z=0\) and \(z=t\), let \(a(z)\) be the amplitude of the lowest parallel mode, with higher modes neglected at the aperture. The air beyond the exit imposes \(a'(t)=iY\,a(t)\), where \(Y\) is the admittance of the outer space, in units of inverse length. Below cutoff, for \(\kappa t\gg1\),

\[
\left|\frac{a(t)}{a(0)}\right|^2\simeq
\frac{4}{|1-iY/\kappa|^2}\,e^{-2\kappa t}.
\]

This compares the mode at the two ends of the slit and is not the transmission.

### Walls of finite permittivity

A real metal admits the field to some depth. Let the walls be thick and have complex relative permittivity \(\epsilon\), with \(\operatorname{Im}\epsilon>0\) for absorption. Measure \(\xi=x-w/2\) from the middle of the slit. Both of the lowest ideal modes are even in \(\xi\), so I seek even solutions:

\[
F=\cos q\xi\quad(|\xi|<w/2),\qquad
F=Ce^{-\gamma(|\xi|-w/2)}\quad(|\xi|>w/2).
\]

The wave equation in air gives \(q^2=k^2-k_z^2\). In the metal \(k^2\) is replaced by \(\epsilon k^2\), so that

\[
\gamma^2=k_z^2-\epsilon k^2,\qquad \operatorname{Re}\gamma>0 .
\]

For the parallel polarization \(E_y\) and \(H_z\) are continuous, hence also \(F\) and \(\partial_xF\). At \(\xi=w/2\) this means \(\cos(qw/2)=C\) and \(-q\sin(qw/2)=-\gamma C\). Division gives

\[
q\tan\frac{qw}{2}=\gamma\qquad\text{(parallel)}.
\]

For the perpendicular polarization \(H_y\) and \(E_z\) are continuous, so the slope is divided by the local permittivity: \(-q\sin(qw/2)=-(\gamma/\epsilon)C\). Then

\[
q\tan\frac{qw}{2}=\frac{\gamma}{\epsilon}\qquad\text{(perpendicular)}.
\]

Consider large \(|\epsilon|\) at fixed width. Then \(\gamma\simeq k\sqrt{-\epsilon}\) is large. In the parallel case the tangent must be large, so \(qw/2=\pi/2-\delta\) with small \(\delta\) and \(\tan(qw/2)\simeq1/\delta\). The mode equation gives \(\delta\simeq q/\gamma\), and therefore

\[
q\simeq\frac{\pi}{w+2/\gamma}.
\]

To this order the parallel mode behaves as if each wall had been moved back by \(1/\gamma\), a complex length for an absorbing metal. The ideal result returns as \(1/\gamma\to0\).

In the perpendicular case \(\gamma/\epsilon\simeq-k/\sqrt{-\epsilon}\) is small. Then \(q\) is small as well, the tangent may be replaced by its argument, and \(q^2w/2\simeq\gamma/\epsilon\). Hence

\[
k_z^2=k^2-q^2\simeq k^2+\frac{2k}{w\sqrt{-\epsilon}} .
\]

This tends to \(k^2\) as \(|\epsilon|\) grows at fixed \(w\), but the correction grows as the slit narrows. For a given metal, the ideal value \(k_z=k\) therefore fails once \(w\) is no longer large compared with \(2/(k|\sqrt{-\epsilon}|)\). A large width alone does not restore it. As \(w\) grows, this mode turns into the surface waves of the two separate walls, with \(k_z\to k\sqrt{\epsilon/(\epsilon+1)}\), which is close to \(k\) only when \(|\epsilon|\) is large.

### Where the parallel mode loses its power

The absorption of the parallel mode can be tied to the place where its field sits. Over all \(x\) the mode obeys

\[
E_y''+\left[\epsilon(x)k^2-k_z^2\right]E_y=0 .
\]

Multiply by \(E_y^*\) and integrate. Since \(E_y\) and its slope are continuous and vanish far inside the metal, the first term becomes \(-\int|E_y'|^2dx\), which is real. The imaginary part of the equation then gives

\[
\operatorname{Im}k_z^2=k^2f\,\operatorname{Im}\epsilon,\qquad
f=\frac{\int_{\text{metal}}|E_y|^2dx}{\int_{\text{all}}|E_y|^2dx}.
\]

Because \(\operatorname{Im}k_z^2=2\operatorname{Re}k_z\operatorname{Im}k_z\), the fraction \(f\) can be read from a computed \(k_z\).

### Slots in a mask absorber at 193 nm

Take air slots 50, 80 and 120 nm wide in an absorber 70 nm thick, at a wavelength of 193 nm. The free wave number is

\[
k=\frac{2\pi}{0.193\ \mu\text{m}}=32.56\ \mu\text{m}^{-1},
\]

and the ideal cutoff width is \(193/2=96.5\) nm. Two of the slots lie below it and one above.

For the 50 nm slot \(\pi/w=62.83\ \mu\text{m}^{-1}\), so that

\[
\kappa=\sqrt{62.83^2-32.56^2}\ \mu\text{m}^{-1}=53.74\ \mu\text{m}^{-1}.
\]

Over the film thickness the square of the decaying field falls by

\[
e^{-2\kappa t}=e^{-2(53.74)(0.070)}=5.4\times10^{-4}.
\]

As a test, the wave equation was solved on a two-dimensional grid for this slit, with a uniform parallel field imposed at the entrance. Between depths of 1.5 and 2.5 slit widths the logarithm of the mean field fell by 2.6856. The formula gives \(\kappa w=2.6870\).

For the exit of the 50 nm slot, \(Yw=0.521+1.797i\). Then

\[
1-\frac{iY}{\kappa}=1+\frac{1.797-0.521i}{2.687}=1.669-0.194i,
\]

whose squared modulus is 2.82. The prefactor is \(4/2.82=1.42\), and the squared ratio of the mode amplitudes becomes \(7.7\times10^{-4}\). The exit thus raises the ideal value by about 40 per cent. These figures keep only the lowest mode at the aperture; the neglected higher modes raise the prefactor and the ratio by a further 2 per cent or so.

For the metal take the index \(0.8+1.7i\), a rough typical value for a chromium-like film at this wavelength. Its square is \(\epsilon=-2.25+2.72i\). This is far from the limit of large \(|\epsilon|\), so the two mode equations must be solved numerically. The table gives \(e^{-2\operatorname{Im}k_zt}\) for \(t=70\) nm. The ideal perpendicular value is 1 throughout.

| Width | Parallel, ideal | Parallel, metal | Perpendicular, metal |
|---|---|---|---|
| 50 nm | 0.00054 | 0.043 | 0.37 |
| 80 nm | 0.046 | 0.50 | 0.48 |
| 120 nm | 1 | 0.84 | 0.54 |

At 50 nm the ideal ordering survives: the parallel mode is damped much more strongly than the perpendicular one. Its factor is nevertheless about 80 times larger than the ideal one. At 80 nm the two metal values nearly coincide, although the ideal model puts this slot below the parallel cutoff. At 120 nm the order is reversed, and the perpendicular mode is the more strongly damped. These factors describe the damping of one mode inside the slot, and the near coincidence at 80 nm depends on the index chosen. They are not transmissions of the film. Coupling into and out of the mode at the two faces differs strongly between the polarizations, so the ratio of the transmitted powers cannot be read from the table.

The fraction \(f\) shows how much of the parallel field sits in the metal. At 50 nm the computed value is \(k_z=9.81+22.47i\ \mu\text{m}^{-1}\), and

\[
f=\frac{2(9.81)(22.47)}{(32.56)^2(2.72)}\simeq0.15 .
\]

The values \(16.55+4.99i\) and \(24.90+1.27i\ \mu\text{m}^{-1}\) for the wider slots give \(f\simeq0.06\) and \(0.02\) in the same way. As the slit widens, the parallel field withdraws from the absorbing walls. Absorption is not the only cause of the damping, however. At 50 nm \(\operatorname{Re}k_z^2=9.81^2-22.47^2\) (in \(\mu\text{m}^{-2}\)) is negative, as in an ideal slit below cutoff, and such a field decays even between walls that do not absorb. The damping of the perpendicular mode changes much less: \(\operatorname{Im}k_z\) falls from 7.02 to 4.42 \(\mu\text{m}^{-1}\) between 50 and 120 nm.

### What remains of the cutoff

With absorbing walls \(k_z\) is complex on both sides of the former cutoff, and no width separates propagation sharply from decay. A convenient marker is the width at which \(\operatorname{Re}k_z^2=0\). In the ideal slit this is the cutoff itself. For the metal used here it lies at 65.6 nm instead of 96.5 nm.

The displaced-wall formula accounts for most of this shift. Near the marker \(k_z^2\) is small compared with \(\epsilon k^2\), so \(\gamma\simeq k\sqrt{-\epsilon}=k(1.7-0.8i)\), and

\[
\operatorname{Re}\frac1\gamma\simeq
\frac{1}{32.56\ \mu\text{m}^{-1}}\,
\frac{1.7}{1.7^2+0.8^2}\simeq15\ \text{nm}.
\]

Moving both walls back by this amount lowers the marker to about \(96.5-30\simeq67\) nm. The agreement is better than the estimate deserves, because \(|q/\gamma|\) is about one half here and was assumed small. The estimate also drops the imaginary part of \(1/\gamma\).

Two other departures from the ideal model, oblique light and finite slot length, have smaller effects in the following examples. For light tilted along the slit with \(s=0.3\), the ideal cutoff width becomes \(96.5/\sqrt{1-0.09}=101.2\) nm, an increase of 5 per cent. In a slot 1000 nm long with perfectly conducting ends, the perpendicular mode has

\[
\frac{k_z}{k}=\sqrt{1-\left(\frac{193}{2\times1000}\right)^2}=0.9953 ,
\]

so the finite length hardly matters.

### Phase between the polarizations

Above cutoff the two polarizations still differ in phase. In the ideal 120 nm slot the parallel mode has \(k_z=19.35\ \mu\text{m}^{-1}\), and over the film its accumulated phase is smaller than that of the perpendicular mode by

\[
(32.56-19.35)(0.070)=0.92\ \text{rad}.
\]

With the metal walls the real parts are 24.90 and 37.17 \(\mu\text{m}^{-1}\), and the difference is 0.86 rad. At this width the metal raises both real parts by similar amounts, so their difference changes little. This is not general: at 80 nm the difference of the real parts falls from 32.56 to 22.47 \(\mu\text{m}^{-1}\). These are phases accumulated inside the slit. Reflections at the two faces add their own contributions to the transmitted light.

### Relation to real masks

The wavelength is that of argon fluoride lithography, and an absorber some tens of nanometres thick is typical of its masks. If the mask pattern is four times larger than the printed one, an opening meant to print 40 nm wide is 160 nm wide on the mask, which is above the ideal cutoff. The 50 and 80 nm slots were chosen to lie below it. Real absorbers are often layered, with an index that depends on composition, so the single index used here gives the size of the effect and does not describe a particular mask. Of the corrections to the ideal cutoff width estimated here, the largest comes from the finite permittivity of the walls: it displaces the marker by about 31 nm, a third of its ideal value. The ideal rule that openings narrower than \(\lambda/2\) block the parallel polarization, with decay rate \(\kappa\), can therefore be trusted when the penetration depth of the walls is small compared with both the width \(w\) and the margin \(\lambda/2-w\), and the film is thick compared with \(1/(2\kappa)\). The margin matters because a slot just below the ideal cutoff can be carried above it by even a small displacement of the walls. Small is meant strictly. By the displaced-wall formula the decay rate is lowered by the fraction \(2\pi^2\operatorname{Re}(1/\gamma)/(\kappa^2w^3)\), which is still 10 to 20 per cent when the depth is a tenth of the smaller of the two lengths. In the factor \(e^{-2\kappa t}\) this error is multiplied by \(2\kappa t\), so a thick film makes the blocking certain but its numerical value less reliable. At 193 nm, with the metal assumed here, the first condition is not met: the depth \(1/(1.7k)\) is 18 nm at each wall. A slit can still block the parallel polarization when this condition fails. As \(w\to0\), the parallel mode equation gives \(\gamma\to0\) and \(k_z^2\to\epsilon k^2\), so the mode decays as light does in the solid metal, and no longer at the ideal rate. The computed values are collected in the numerical output below.

## Calculated quantities

```
wavelength in air: 193 nm
film thickness: 70 nm
rough metal index: 0.8+1.7j
metal permittivity: -2.25+2.72j
free wave number k: 32.56 1/um
cutoff width/wavelength, Maxwell grid: 0.49999
ideal cutoff width: 96.5 nm
--- slit width 50 nm; kz in 1/um
ideal, E parallel: kz = 0.00+53.74j, exp(-2 Im kz t) = 0.00054
ideal, E across: kz = 32.56+0.00j, exp(-2 Im kz t) = 1
metal, E parallel: kz = 9.81+22.47j, exp(-2 Im kz t) = 0.0431
metal, E across: kz = 42.10+7.02j, exp(-2 Im kz t) = 0.374
--- slit width 80 nm; kz in 1/um
ideal, E parallel: kz = 0.00+21.96j, exp(-2 Im kz t) = 0.0462
ideal, E across: kz = 32.56+0.00j, exp(-2 Im kz t) = 1
metal, E parallel: kz = 16.55+4.99j, exp(-2 Im kz t) = 0.497
metal, E across: kz = 39.02+5.27j, exp(-2 Im kz t) = 0.478
--- slit width 120 nm; kz in 1/um
ideal, E parallel: kz = 19.35+0.00j, exp(-2 Im kz t) = 1
ideal, E across: kz = 32.56+0.00j, exp(-2 Im kz t) = 1
metal, E parallel: kz = 24.90+1.27j, exp(-2 Im kz t) = 0.837
metal, E across: kz = 37.17+4.42j, exp(-2 Im kz t) = 0.539
--- effects outside the ideal model
field depth in metal: 18.1 nm
metal width at Re kz^2 = 0: 65.6 nm
driven decay times width, 50 nm: 2.6856
formula kappa times width, 50 nm: 2.6870
exit admittance times width, 50 nm: 0.521+1.797j
ideal |E(t)/E(0)|^2 with exit, 50 nm: 0.000766
ky/k for oblique light: 0.3
ideal cutoff width, oblique: 101.2 nm
finite slot length: 1000 nm
kz/k across, finite slot: 0.9953
```
